\section*{Why the rank-2 Stevens factor changes sign along the rare-earth series}

Two charges $-e$ placed $2.5$~\AA{} above and below a Dy$^{3+}$ ion ($4f^9$) push its states $|M|=15/2$ below $|M|=1/2$ by $0.197$~eV in the first-order, rank-2, $LS$-coupling model worked out below. The same charges around Er$^{3+}$ ($4f^{11}$) raise $|M|=15/2$ above $|M|=1/2$ by $0.079$~eV. Both ground levels have $J=15/2$, and both ions are given the same radial function. The reversal and the ratio $-5/2$ lie in one number, the Stevens factor $\alpha_J$. It is built from three contributions: the shape of one orbital, a sum over filled orbitals, and a projection from $\mathbf L$ on $\mathbf J$. Only the second changes sign along the ground levels of the series.

\section{Definition and assumptions}

The ion is trivalent, $4f^n$ with $l=3$ and one radial function, in pure $LS$ coupling. Hund's rules are an input: $S$ is maximal, then $L$, and $J=|L-S|$ for $n<7$, $J=L+S$ for $n>7$. Atomic units are used in the algebra, and angular momenta are dimensionless. Inside the level,
\begin{equation}
Q\equiv\sum_i(3\cos^2\theta_i-1)=\alpha_J\,[3J_z^2-J(J+1)],
\label{def}
\end{equation}
and $\sum_i(3z_i^2-r_i^2)=\langle r^2\rangle Q$. Such a constant exists because the $(2J+1)^2$ operators on a multiplet transform as $J\otimes J=0\oplus1\oplus\dots\oplus2J$. Rank 2 occurs once if $J\ge1$, so two rank-2 tensors are proportional there (the Wigner--Eckart theorem); for $J<1$ they vanish. One diagonal element fixes the constant, and at $M=J$ the bracket is $J(2J-1)>0$. $Q$ measures electron number density, so $\alpha_J<0$ means that $|J,J\rangle$ is oblate, flattened toward the plane normal to $\mathbf J$.

\section{First contribution: one orbital}

The same argument on the orbitals $|lm\rangle$ gives $\langle lm|3\cos^2\theta-1|lm\rangle=\alpha_l a_m$ with $a_m=3m^2-l(l+1)$. The constant follows from $m=l$, where $Y_{ll}\propto(x+iy)^l/r^l$ has density $(1-t^2)^l$, $t=\cos\theta$. Let $I_l=\int_{-1}^1(1-t^2)^l\,dt$ and $K=\int_{-1}^1t^2(1-t^2)^l\,dt$. Since $t(1-t^2)^l$ is the derivative of $-(1-t^2)^{l+1}/(2l+2)$, which vanishes at the ends, integration by parts gives $K=I_{l+1}/(2l+2)$. Also $I_{l+1}=I_l-K$ from $(1-t^2)^{l+1}=(1-t^2)^l-t^2(1-t^2)^l$. Hence $K=I_l/(2l+3)$ and
\begin{equation}
\alpha_l\,l(2l-1)=\frac{3}{2l+3}-1=-\frac{2l}{2l+3},\qquad
\alpha_l=-\frac{2}{(2l-1)(2l+3)} .
\end{equation}
For $f$ electrons $\alpha_l=-2/45$, and $a_m=15,0,-9,-12,-9,0,15$ for $m=3,\dots,-3$. The moments $\alpha_la_m$ are $-0.667$ for $|m|=3$ (oblate), zero for $|m|=2$, and $+0.400$ and $+0.533$ for $|m|=1$ and $0$ (prolate). The factor $\alpha_l$ is the same for every ion: an electron with maximal $l_z$ circulates near the equator.

\section{Second contribution: cumulative filling}

For $n\le7$ the largest $M_S$ needs all spins up, so the Pauli principle makes all $m$ different, and the largest $M_L$ takes $m=l,l-1,\dots$ This determinant is the only one with these $M_S,M_L$. $S_+$ and $L_+$ annihilate it because no state lies higher, so it is the state $|L,L\rangle|S,S\rangle$ of the Hund term. For $n>7$ the seven up orbitals are full and the down electrons fill in the same order. Let $\nu=n$ or $n-7$ count the electrons of the open spin subshell, and $u=2l+1$. A full spin subshell has $\sum m=0$, so
\begin{equation}
L=\sum_{k=0}^{\nu-1}(l-k)=\nu l-\tfrac12\nu(\nu-1)=\tfrac12\nu(u-\nu).
\end{equation}
The expectation value of a one-body operator in a determinant is the sum of its diagonal elements, so the open subshell contributes $\alpha_lA$ with $A(\nu)=\sum_{k=0}^{\nu-1}a_{l-k}$. Using $\sum k=\nu(\nu-1)/2$ and $\sum k^2=\nu(\nu-1)(2\nu-1)/6$,
\begin{align}
A&=3\nu l^2-3l\nu(\nu-1)+\tfrac12\nu(\nu-1)(2\nu-1)-\nu l(l+1)\nonumber\\
&=\tfrac12\nu\,[4l^2+4l+1-6l\nu-3\nu+2\nu^2]\nonumber\\
&=\tfrac12\nu\,[u^2-3u\nu+2\nu^2]=\tfrac12\nu(u-\nu)(u-2\nu)=L\,(u-2\nu).
\label{A}
\end{align}
At $\nu=u$ the sum vanishes: a full spin subshell is spherical. In pure $LS$ coupling Gd therefore has no quadrupole moment $\langle Q\rangle$, and the values of $A$ and $L$ in the second half of the series repeat those of the first.

For $l=3$ the running sum is $A=15,15,6,-6,-15,-15,0$ for $\nu=1,\dots,7$. The first electron deposits $15$, the second nothing, the third removes $9$, and the fourth, in $m=0$, removes $12$ and carries the sum through zero. The position of the crossing is fixed by symmetry. With $u-\nu$ electrons in place, the empty orbitals are $m=-l,\dots,-l+\nu-1$. Since $a_m=a_{-m}$, their sum is $A(\nu)$, and since the full sum is zero,
\begin{equation}
A(u-\nu)=-A(\nu).
\end{equation}
For $\nu<u/2$, $A(\nu)>0$, so the $\nu$ holes together form an oblate gap in a sphere, which leaves a prolate cloud. $A$ is odd about $\nu=u/2=7/2$, and by \eqref{A} it has no other zero between $0$ and $u$. Within each half of the series the crossing lies at $n=7/2$ or $21/2$, one quarter and three quarters of the 14 spin orbitals; the sign also flips across Gd, where $A=0$ and the filling starts again.

$Q$ does not act on spin, so inside the term $Q=\alpha_L[3L_z^2-L(L+1)]$. At $M_L=L$ this reads $\alpha_LL(2L-1)=\alpha_lA$, or
\begin{equation}
\alpha_L=-\frac{2\,(2l+1-2\nu)}{(2l-1)(2l+3)(2L-1)}\qquad(L\ge1).
\end{equation}

\section{Third contribution: projection on $J$}

Filling fixes $\alpha_L$. For light ions $|J,J\rangle$ is not one determinant of the orbitals $|lm\rangle$ with spin up or down, and the step to $\alpha_J$ needs its own argument. Define $T_{ab}(\mathbf V)=\frac12(V_aV_b+V_bV_a)-\frac13\delta_{ab}\mathbf V^2$, so that $3T_{zz}(\mathbf L)=3L_z^2-\mathbf L^2$. Because $[J_a,L_b]=i\epsilon_{abc}L_c$, $T(\mathbf L)$ is a rank-2 tensor under $\mathbf J$. With $P$ the projector on the level, $PT_{ab}(\mathbf L)P=\rho\,T_{ab}(\mathbf J)P$ and $\alpha_J=\rho\,\alpha_L$. Multiply from the right by $T_{ab}(\mathbf J)$, which commutes with $P$, and sum over $a,b$: $\rho$ is the ratio of the scalars $T(\mathbf L){:}T(\mathbf J)$ and $T(\mathbf J){:}T(\mathbf J)$.

Let $x=\mathbf L\cdot\mathbf J$. Squaring $\mathbf S=\mathbf J-\mathbf L$ gives $x=\frac12(\mathbf J^2+\mathbf L^2-\mathbf S^2)$, which commutes with $\mathbf J$. With repeated indices summed,
\begin{align}
L_aL_bJ_bJ_a&=L_a\,x\,J_a=L_aJ_a\,x=x^2,\\
L_aL_bJ_aJ_b&=x^2+i\epsilon_{abc}L_aL_bJ_c=x^2+i(iL_c)J_c=x^2-x,
\end{align}
where $J_aJ_b=J_bJ_a+i\epsilon_{abc}J_c$ and $\epsilon_{abc}L_aL_b=iL_c$ were used. $T(\mathbf J)$ is symmetric and traceless, so $T_{ab}(\mathbf L)$ may be replaced by $L_aL_b$ in the contraction:
\begin{equation}
T(\mathbf L){:}T(\mathbf J)=x^2-\tfrac12x-\tfrac13\mathbf L^2\mathbf J^2 .
\label{num}
\end{equation}
The same steps hold with $\mathbf J$ in place of $\mathbf L$. Then $x=J(J+1)\equiv y$, and the scalar is $\frac23y^2-\frac12y=\frac16y(4y-3)=\frac16J(J+1)(2J-1)(2J+3)$. Multiplying both scalars by 12, with $X=2x=J(J+1)+L(L+1)-S(S+1)$,
\begin{equation}
\rho=\frac{3X(X-1)-4J(J+1)L(L+1)}{2J(J+1)(2J-1)(2J+3)} .
\label{rho}
\end{equation}
For $S=0$ the two scalars coincide and $\rho=1$.

For $J=L+S$, $S(S+1)=J^2-2JL+L^2+J-L$ gives $X=2JL+2L$ and $x=L(J+1)$. For $J=L-S$, $S(S+1)=L^2-2JL+J^2+L-J$ gives $x=J(L+1)$. In \eqref{num},
\begin{align}
L(J+1)\left[L(J+1)-\tfrac12-\tfrac13J(L+1)\right]&=\tfrac16L(J+1)(2L-1)(2J+3),\nonumber\\
J(L+1)\left[J(L+1)-\tfrac12-\tfrac13L(J+1)\right]&=\tfrac16J(L+1)(2J-1)(2L+3),\nonumber
\end{align}
because the brackets equal $\frac16(4LJ+6L-2J-3)$ and $\frac16(4LJ+6J-2L-3)$. Therefore
\begin{equation}
\rho_{L+S}=\frac{L(2L-1)}{J(2J-1)},\qquad
\rho_{L-S}=\frac{(L+1)(2L+3)}{(J+1)(2J+3)},
\label{ends}
\end{equation}
the second for $L\ge S$ and $J\ge1$. Both are positive for $L\ge1$.

For large quantum numbers $x\to LJ\cos\gamma$, with $\gamma$ the angle between $\mathbf L$ and $\mathbf J$, and \eqref{rho} tends to $(L^2/J^2)(3\cos^2\gamma-1)/2$. For $L>S$, $x/LJ$ is $1+1/J$ at $J=L+S$ and $1+1/L$ at $J=L-S$, so in the limit of large $L$ and $J$ the vector $\mathbf L$ lies along $\mathbf J$ at both ends of the multiplet; only the spin reverses between light and heavy ions. In Nd the occupations of $m=3,2,1,0$ in $|J,J\rangle$ are $1.00, 0.98, 0.79, 0.21$, a blurred copy of $1,1,1,0$.

Positivity can fail inside a multiplet. For $^7F$, $L=S=3$ gives $X=y$, and the numerator of \eqref{rho} is $3y(y-1)-48y=3y(y-17)$, zero for $J=0$ and negative for $J=1,2,3$. In $f^6$, $\alpha_L=2/45$, yet $^7F_1$ has $\rho=-9/2$ and $\alpha_J=-1/5$.

\section{The contributions weighed}

For $\nu=1,\dots,6$ and $J>0$, $\alpha_l<0$ and $\rho>0$ make the sign of $\alpha_J$ opposite to that of $7-2\nu$.

\begin{center}
\begin{tabular}{cccccc}
$\nu$&$A$&$L$&$\alpha_L$&light: $\alpha_J$&heavy: $\alpha_J$\\
1&$15$&3&$-2/45$&Ce $-2/35$&Tb $-1/99$\\
2&$15$&5&$-2/135$&Pr $-52/2475$&Dy $-2/315$\\
3&$6$&6&$-2/495$&Nd $-7/1089$&Ho $-1/450$\\
4&$-6$&6&$2/495$&Pm $14/1815$&Er $4/1575$\\
5&$-15$&5&$2/135$&Sm $13/315$&Tm $1/99$\\
6&$-15$&3&$2/45$&Eu none&Yb $2/63$
\end{tabular}
\end{center}

Eu has a prolate term but $J=0$, so $\langle Q\rangle=0$ and $\alpha_J$ is undefined. The projection sets magnitudes only: \eqref{ends} gives $\rho>1$ when $J<L$ and $\rho<1$ when $J>L$, from $39/14$ in Sm to $5/22$ in Tb. It also spoils, in $\alpha_J$, the exact mirror symmetry of $\alpha_L$, since partners $\nu$ and $7-\nu$ share $L$ but not $J$: within one half of the series $S$ differs, and for $n$ and $14-n$ the same $S$ gives $J=|L-S|$ in one ion and $J=L+S$ in the other.

The numerical check below diagonalizes $f^n$ exactly with round model Slater integrals $F^2,F^4,F^6=10,7,5$~eV. In the $LS$ limit it confirms the Hund values of $S,L,J$ and Eq.~\eqref{def} with the tabulated factors for every $M\ge0$.

A finite spin--orbit constant $\zeta$ mixes terms. In this model the signs survive at $\zeta=0.1$ and $0.3$~eV. Ce and Yb do not move, since one electron or hole has a single level of given $J$. At $0.3$~eV Nd goes from $-0.0064$ to $-0.0051$, Ho from $-0.0022$ to $-0.0019$, and Gd acquires $-0.0004$. The opposite limit, $jj$ coupling, is consistent with the direction in Nd and Ho. The algebra of \eqref{A} holds for filling $m_j=j,j-1,\dots$ with $u=2j+1$. Nd then has $\nu=3$ in $u=6$ and Ho has $\nu=4$ in $u=8$; these determinants carry the same $J$, $9/2$ and $8$, and $A=0$. That the approach to zero is monotonic is a conjecture.

\section{Worked example: $f^9$ and $f^{11}$ in an axial field}

For $f^9$, $\nu=2$, $S=5/2$, $L=5$, $A=15$; for $f^{11}$, $\nu=4$, $S=3/2$, $L=6$, $A=-6$. With $J(2J-1)=105$,
\begin{align}
f^9:\quad&\alpha_J=\frac{5\cdot9}{105}\left(-\frac{2}{135}\right)=\frac37\left(-\frac{2}{135}\right)=-\frac{2}{315},\nonumber\\
f^{11}:\quad&\alpha_J=\frac{6\cdot11}{105}\cdot\frac{2}{495}=\frac{22}{35}\cdot\frac{2}{495}=\frac{4}{1575}.\nonumber
\end{align}
For $J=L+S$ the factor $L(2L-1)$ cancels and $\alpha_J=\alpha_lA/[J(2J-1)]$. At equal $J$ the ratio of the factors is the ratio of the running sums, $15/(-6)=-5/2$.

An electron at $r<R$ has energy $-q\sum_kr^kP_k(\pm\cos\theta)/R^{k+1}$ near a charge $q$ at $\pm R$ on the $z$ axis. $P_2$ is even, so the rank-2 terms add to $-2qr^2P_2/R^3=A_2^0\,r^2(3\cos^2\theta-1)$ with $A_2^0=-q/R^3$. Ranks 4 and 6 are left out. The round parameters are $q=-1$, $R=2.5$~\AA{} and $\langle r^2\rangle=0.2$~\AA$^2$, and $e^2/4\pi\epsilon_0=14.40$~eV\,\AA{} restores the units:
\begin{equation}
A_2^0=\frac{14.40}{2.5^3}=0.9216~\text{eV\,\AA}^{-2},\qquad A_2^0\langle r^2\rangle=0.1843~\text{eV}.
\end{equation}
To first order in the field, $E_M=B_2^0[3M^2-J(J+1)]$ with $B_2^0=\alpha_JA_2^0\langle r^2\rangle$, and the bracket is $105$ at $|M|=15/2$ and $-63$ at $|M|=1/2$. For $f^9$, $B_2^0=-1.170\times10^{-3}$~eV, the energies are $-0.1229$ and $+0.0737$~eV, and
\[
E_{15/2}-E_{1/2}=-0.1229-0.0737=-0.197~\text{eV}\approx-1590~\text{cm}^{-1}.
\]
For $f^{11}$, $B_2^0=+4.68\times10^{-4}$~eV, the energies are $+0.0492$ and $-0.0295$~eV, and the difference is $+0.079$~eV $\approx+630$~cm$^{-1}$. Negative charges on the axis repel electrons from it. The $f^9$ cloud avoids them best at $|M|=15/2$, where it is oblate about $z$. The $f^{11}$ cloud is prolate at $|M|=15/2$ and oblate at $|M|=1/2$, where the bracket has changed sign.

Full diagonalization with $\zeta=0.2$~eV and the field included gives the same ground doublets and differences of $-0.182$ and $+0.087$~eV, about 7\% smaller and 10\% larger in magnitude than the first-order values. The spin--orbit shifts of $\alpha_J$ point the same way, but even at $\zeta=0.3$~eV they are smaller: $-0.00635\to-0.00606$ and $0.00254\to0.00275$. At $\zeta=0.2$~eV the factors are $-0.00620$ and $+0.00265$, which give first-order differences of $-0.192$ and $+0.082$~eV. The remainders, $+0.010$ and $+0.005$~eV, are of higher order in the field. In second order they come almost entirely from levels of other terms ($+0.008$ and $+0.005$~eV); the other $J$ levels of the Hund term contribute $0.001$~eV or less. The ratio of the splitting to the distance to the next level is therefore not what sets the error here. In $LS$ coupling that distance is $\zeta J/(2S)=0.30$~eV for $f^9$, against a splitting of $0.197$~eV, and $0.50$~eV for $f^{11}$, against $0.079$~eV, yet the higher-order correction is 5\% in the first case and 6\% in the second. The support for the first-order results is the full diagonalization. Ranks 4 and 6, left out here, would add terms with a different dependence on $M$. Bare point charges also leave out the shielding of the field by the filled $5s$ and $5p$ shells and the covalency of real ligands, so the magnitudes belong to the model and not to a compound. For a given sign of $A_2^0$, the opposite ordering of the two ions follows from $\alpha_J$ alone as long as the rank-2 term dominates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
m = 3,2,1,0: <3cos^2-1> = -0.66667 +0.00000 +0.40000 +0.53333
m = 3..-3: a_m = [15, 0, -9, -12, -9, 0, 15]
nu = 0..7: cumulative A = [0, 15, 15, 6, -6, -15, -15, 0]
model Slater integrals F2,F4,F6 = 10.0 7.0 5.0 eV
ion n nu S L J A alpha_L rho alpha_J(formula) alpha_J(diagonalization)
Ce 1 1 1/2 3 5/2 15 -2/45 9/7 -2/35 -0.057143
Pr 2 2 1 5 4 15 -2/135 78/55 -52/2475 -0.021010
Nd 3 3 3/2 6 9/2 6 -2/495 35/22 -7/1089 -0.006428
Pm 4 4 2 6 4 -6 2/495 21/11 14/1815 +0.007713
Sm 5 5 5/2 5 5/2 -15 2/135 39/14 13/315 +0.041270
Eu 6 6 3 3 0 -15 2/45 - - <Q>=0.000000
Gd 7 7 7/2 0 7/2 0 0 - - <Q>=0.000000
Tb 8 1 3 3 6 15 -2/45 5/22 -1/99 -0.010101
Dy 9 2 5/2 5 15/2 15 -2/135 3/7 -2/315 -0.006349
Ho 10 3 2 6 8 6 -2/495 11/20 -1/450 -0.002222
Er 11 4 3/2 6 15/2 -6 2/495 22/35 4/1575 +0.002540
Tm 12 5 1 5 6 -15 2/135 15/22 1/99 +0.010101
Yb 13 6 1/2 3 7/2 -15 2/45 5/7 2/63 +0.031746
Nd |J,J>, occupations m=3..-3: 0.9997 0.9816 0.7880 0.2085 0.0216 0.0006 0.0000
f6 7F J=1: rho = -9/2, alpha_J = -1/5 = -0.200000
f6 7F J=2: rho = -11/14, alpha_J = -11/315 = -0.034921
f6 7F J=3: rho = -1/6, alpha_J = -1/135 = -0.007407
f6 7F J=4: rho = 9/154, alpha_J = 1/385 = +0.002597
f6 7F J=5: rho = 1/6, alpha_J = 1/135 = +0.007407
f6 7F J=6: rho = 5/22, alpha_J = 1/99 = +0.010101
intermediate coupling alpha_J at zeta = 0.1 eV, 0.3 eV
  Ce: -0.057143 -0.057143
  Pr: -0.020482 -0.019165
  Nd: -0.006208 -0.005132
  Pm: +0.007815 +0.008609
  Sm: +0.041367 +0.043002
  Gd: -0.000013 -0.000363
  Tb: -0.010070 -0.009926
  Dy: -0.006308 -0.006061
  Ho: -0.002172 -0.001894
  Er: +0.002573 +0.002749
  Tm: +0.010119 +0.010217
  Yb: +0.031746 +0.031746
e^2/(4 pi eps0) = 14.39965 eV*angstrom; 1 eV = 8065.54 cm^-1
q = -1.0 e, R = 2.5 angstrom, <r^2> = 0.2 angstrom^2, zeta = 0.2 eV
A20 = 0.92158 eV/angstrom^2, A20<r^2> = 0.18432 eV
f9: B20 = -1.17026e-03 eV; O20(15/2) = 105, O20(1/2) = -63
f9: E(15/2) = -0.12288 eV, E(1/2) = +0.07373 eV
f9: E(15/2)-E(1/2) = -0.19660 eV = -1585.7 cm^-1
f9: full model -0.18244 eV, ground |M| = 15/2
f11: B20 = +4.68103e-04 eV; O20(15/2) = 105, O20(1/2) = -63
f11: E(15/2) = +0.04915 eV, E(1/2) = -0.02949 eV
f11: E(15/2)-E(1/2) = +0.07864 eV = +634.3 cm^-1
f11: full model +0.08688 eV, ground |M| = 1/2
\end{verbatim}
